The G = 0 field in GIPAW magnetic shielding

**1. The coefficient that the current does not supply**

A GIPAW calculation of magnetic shielding produces the current induced in a crystal by a uniform magnetic field. The current is periodic, so its field is found one Fourier coefficient at a time and then evaluated at the nuclei. One coefficient, that of G = 0, has to be entered by a separate decision. It shifts every shielding in the cell by the same amount, and setting it to zero is itself an assumption about the sample shape. This section derives its value.

Hartree atomic units are used with Gaussian electromagnetism, so c = 1/α, with α the fine-structure constant. The external field B_ext is uniform and the response is linear and stationary. The shielding σ is defined by

B_ind(r) = −σ(r) B_ext,   (1)

where σ is in general a tensor. The sample is much larger than a unit cell, and r lies deep inside it.

**2. Nonzero reciprocal vectors**

For a finite sample with current density j, the Biot-Savart law is

B_ind(r) = (1/c) ∫ d³r′ j(r′) × (r − r′)/|r − r′|³.   (2)

Since (r − r′)/|r − r′|³ = −∇(1/|r − r′|), and j(r′) does not depend on r, the integrand equals ∇ × [j(r′)/|r − r′|]. Hence B_ind = ∇ × A with

A(r) = (1/c) ∫ d³r′ j(r′)/|r − r′|,   ∇·B_ind = 0.   (3)

Moving the derivative in ∇·A onto j by parts gives an integral over ∇′·j, which vanishes for a stationary current. Therefore ∇ × B_ind = ∇(∇·A) − ∇²A = −∇²A, and −∇²(1/|r|) = 4πδ(r) gives

∇ × B_ind = (4π/c) j.   (4)

In the interior write j(r) = Σ_G j(G) exp(iG·r), and likewise for B_ind. Equations (3) and (4) become

G·B(G) = 0,   iG × B(G) = (4π/c) j(G).   (5)

Take the cross product of iG with the second relation. The left side is

iG × [iG × B(G)] = −[G(G·B(G)) − G²B(G)] = G²B(G),

so for G ≠ 0

B(G) = (4πi/c) G × j(G)/G².   (6)

At G = 0 the left sides of (5) vanish for any B(0). The right side vanishes too. For a finite sample, ∫ j_i d³r = ∫ ∇·(r_i j) d³r = 0. A nonzero mean current in the interior would contribute in proportion to the volume. The surface current per unit length is assumed to stay bounded as the sample grows, as it does for a magnetized body. Its total then grows only as the area and cannot cancel the interior part, so the mean current must vanish. Thus (5) reads 0 = 0, and a constant field may be added to the periodic solution. The missing information is the behaviour at the surface.

**3. A finite sample and its magnetization**

Write the interior current as j = c ∇ × m, with m periodic. This is possible because m(G) = (i/cG²) G × j(G) gives

ic G × m(G) = −[G(G·j(G)) − G²j(G)]/G² = j(G),

where G·j(G) = 0 for a stationary current. The mean M of m is left free, since a constant has no curl.

Now end the sample with an envelope θ(r), equal to 1 inside and falling to 0 over a width w of many cells, still small compared with the sample:

j = c ∇ × (mθ) = cθ ∇ × m + c ∇θ × m.   (7)

The last term is the surface current, and it makes M observable. To see this, put F = mθ. Then [r × (∇ × F)]_i = r_j ∂_i F_j − r_j ∂_j F_i, summed over j. Integration by parts turns this into −F_i + 3F_i = 2F_i, so the total moment is

(1/2c) ∫ r × j d³r = ∫ mθ d³r ≈ M ∫ θ d³r.   (8)

The oscillating parts of m average out over the soft envelope. M is therefore the magnetic moment per volume. It is taken to be a bulk property, M = χH, with χ the dimensionless volume susceptibility, here isotropic.

The interior response can still determine χ if the applied field varies slowly. For a transverse vector potential A_q exp(iq·r), the field amplitude is iq × A_q. To first order in χ,

j(q) = ic q × χ(iq × A_q) = cχq² A_q.   (9)

The coefficient of q²A_q as q → 0 is thus cχ, which determines the susceptibility. It cannot be read from the current at q = 0 alone.

**4. Where the shape enters**

The finite sample has a continuous Fourier transform. Equation (6) holds with G replaced by k, and j(k) = ic k × F(k). With k̂ = k/k,

B(k) = −4π k × [k × F(k)]/k² = 4π {F(k) − k̂[k̂·F(k)]}.   (10)

Let θ(k) = ∫ θ(r) exp(−ik·r) d³r. Then F(k) = Σ_G m(G) θ(k − G), with m(0) = M. Each θ(k − G) is concentrated within about 1/w of G.

Near G ≠ 0, the direction k̂ hardly changes over this small region, by an angle of order 1/(Gw). It can be replaced by Ĝ, and (10) returns the bulk result (6), whatever the shape. Near k = 0 the region contains all directions k̂, and no single one can be substituted. Transforming this part back gives, where θ(r) = 1,

B₀(r) = 4π[M − N(r)·M],   (11)

N_ij(r) = ∫ d³k/(2π)³ k̂_i k̂_j θ(k) exp(ik·r).   (12)

N is the demagnetizing tensor. Its trace is the inverse transform of θ(k), so Tr N = 1 inside any sample.

To evaluate (12), let A(s) be the area of the section of the sample by the plane k̂·r = s. Slicing the sample gives θ(k k̂) = ∫ A(s) exp(−iks) ds. The directions k̂ and −k̂ contribute together, so the radial integral from 0 to ∞ may be replaced by half the integral from −∞ to ∞. Fourier inversion gives

∫ dk k² θ(k k̂) exp(iks) = −2π A″(s),   (13)

because each factor k² corresponds to −d²/ds². Collecting factors, (1/8π³)(1/2)(−2π) = −1/(8π²), and

N_ij(r) = −(1/8π²) ∫ dΩ k̂_i k̂_j A″(k̂·r).   (14)

For a ball of radius R, A(s) = π(R² − s²) and A″ = −2π for |s| < R. An interior point has |k̂·r| < R, so the singularities of A″ at the edge are not reached. Then

N_ij = (1/4π) ∫ dΩ k̂_i k̂_j = δ_ij/3.   (15)

The off-diagonal integrals vanish by reflection, and the three equal diagonal ones add up to 1. The result is independent of position. A soft spherical envelope is a weighted superposition of sharp balls with total weight 1. At a point inside all of them, each gives 1/3, so (15) is unchanged.

**5. The shielding term**

From (11) and (15), the G = 0 field in a sphere is

B_ind(0) = 4π(1 − 1/3)M = (8π/3)M.   (16)

The internal H field is the total macroscopic B minus 4πM:

H = B_ext + (8π/3)M − 4πM = B_ext − (4π/3)M.   (17)

Inserting M = χH and solving for M gives M = χB_ext/(1 + 4πχ/3), hence

B_ind(0) = [(8πχ/3)/(1 + 4πχ/3)] B_ext.   (18)

For |χ| ≪ 1 the denominator is replaced by 1, with a relative error of about 4π|χ|/3. With definition (1),

σ(G = 0) = −8πχ/3   (sphere, first order in χ).   (19)

A diamagnet has χ < 0 and therefore a positive term: its magnetization opposes the applied field. For an anisotropic crystal, M_i = χ_ij B_ext,j to first order, and (19) becomes σ_ij(G = 0) = −(8π/3)χ_ij.

**6. Other shapes**

An ellipsoid with semi-axes a₁, a₂, a₃ is a unit ball stretched by r_i = a_i y_i. The plane k̂·r = s becomes a plane at distance s/h from the centre of the ball, where h² = Σ a_i²k̂_i². Comparing the volumes of thin slices gives

A(s) = (πa₁a₂a₃/h)(1 − s²/h²),   A″ = −2πa₁a₂a₃/h³.   (20)

This is again independent of s, so the G = 0 field is uniform. Equation (14) becomes

N_ij = (a₁a₂a₃/4π) ∫ dΩ k̂_i k̂_j/h³.   (21)

For a spheroid with its axis along the field, let p be the ratio of the axial to the transverse semi-axis and u = k̂_z. Then

N_zz = ∫₀¹ du p u²/(p²u² + 1 − u²)^(3/2),   (22)

σ_zz(G = 0) = −4π(1 − N_zz)χ.   (23)

Two limits have a direct meaning. Along a long needle the tangential H is continuous across the surface, so H = B_ext, N_zz → 0 and the term is −4πχ. For a wide slab normal to the field the normal B is continuous, so B_ind(0) = 0 and N_zz → 1. Setting the G = 0 coefficient to zero therefore describes a slab normal to the field. It does so for one field direction at a time: with the field in the plane of the same slab the term is −4πχ, and since Tr N = 1 no single shape makes the term vanish for all three directions. Numerically, (22) gives N_zz = 0.00043 for p = 100 and 0.984 for p = 0.01.

Subtracting (19) from (23) gives the conversion from a sphere to another spheroid:

σ_zz(shape) − σ_zz(sphere) = 4πχ(N_zz − 1/3).   (24)

A calculated and a measured shielding can be compared once both refer to the same shape. In a general body N(r) varies with position, and one constant no longer describes the whole sample. Equation (19) also fails in the surface region, where θ(r) < 1, and when |χ| is not small.

**7. Hydrogen atoms on a cubic lattice**

A model with a known answer tests the constant. Independent hydrogen 1s atoms are placed on a simple cubic lattice with a = 10 bohr, so the cell volume is V = 1000 bohr³. Only the orbital response is kept. Spin magnetism and bonding are left out, so this is not a prediction for solid hydrogen.

With the gauge origin at the nucleus, the vector potential is B × r/2, where B is the external field. A 1s state has zero angular momentum, so the field does not change its wavefunction to first order. For electron charge −1 the current is

j = −(n/2c) B × r,   n = exp(−2r)/π.   (25)

The atomic moment follows from r × (B × r) = r²B − r(r·B), whose angular average is (2/3)r²B:

(1/2c) ∫ r × j d³r = −(⟨r²⟩/6c²)B = −B/(2c²),   (26)

since ⟨r²⟩ = 4∫₀^∞ r⁴exp(−2r) dr = 3. With c = 137.036 the moment per unit field is −2.66257 × 10⁻⁵ bohr³, and dividing by V gives χ = −2.66257 × 10⁻⁸. Equation (19) then gives

σ(G = 0) = (8π/3)(2.66257 × 10⁻⁸) = 0.2231 ppm.

The χ used here is the moment per unit field at the atom divided by V. It differs from M/H by a relative amount of about 4π|χ|/3 ≈ 10⁻⁷, the same size as the step from (18) to (19). In a cubic sphere the dipole fields of the other atoms cancel at a site, so M is this χ times B_ext and the two differences offset each other. Neither affects the digits shown.

For one isolated atom, (2) at the nucleus gives

B_ind = (1/c) ∫ d³r r × j/r³ = −(⟨1/r⟩/3c²)B.   (27)

Since ⟨1/r⟩ = 1, the atomic shielding is 1/(3c²) = 17.7505 ppm.

For the crystal, the transform of n is f(k) = (1 + k²/4)⁻². That of n r is i∇_k f = −ik(1 + k²/4)⁻³. Therefore

j(G) = (i/2cV) B × G/(1 + G²/4)³.   (28)

Inserting this in (6), and using G × (B × G) = G²B − G(G·B), gives

B(G) = −(2π/c²V) [B − Ĝ(Ĝ·B)]/(1 + G²/4)³.   (29)

At a nucleus all phase factors are 1, and cubic symmetry replaces the bracket by (2/3)B:

σ(G ≠ 0) = (4π/3c²V) Σ_{G≠0} (1 + G²/4)⁻³ = 17.5274 ppm.   (30)

This value includes 0.0077 ppm for the vectors beyond the summation cutoff. The summand missing at G = 0 would be 4π/(3c²V). This is −8πχ/3 with χ = −1/(2c²V), so the spherical sample completes the sum:

17.5274 + 0.2231 = 17.7505 ppm,

the isolated-atom value. There is a physical reason for this. In a spherical sample of cubic symmetry about the nucleus, the dipole fields of the other atoms cancel there. The overlap of densities is negligible at this spacing.

The same bulk sum serves for other shapes. A prolate spheroid with p = 3 has N_zz = 0.10871 and a G = 0 term of 0.2982 ppm, for a total of 17.8256 ppm. An oblate one with p = 1/3 has N_zz = 0.63539 and a term of 0.1220 ppm, for a total of 17.6494 ppm. Direct sums of atomic fields over finite samples of these shapes, which use neither (6) nor N, give the same totals to the digits shown.

At the interstitial point (0.3, 0.2, 0.4)a the term matters more. The G ≠ 0 part of σ_zz is −0.0560 ppm, and the sphere changes it to −0.0560 + 0.2231 = 0.1671 ppm, with the opposite sign. The direct sum again agrees. The numerical check accompanying this section asserts these agreements to 10⁻⁴ ppm.

**8. Use in a GIPAW calculation**

The G = 0 term is added to the field of the periodic current before that field is evaluated at the nucleus. The on-site terms, which restore the all-electron current near the nucleus, are added separately.

The χ in (19) must belong to the same current whose G ≠ 0 fields are being summed. For the spherical sample, a current whose field is added separately, each site at its own nucleus, is left out of this χ. The example shows why. If the shielding by core electrons is taken from an isolated atom, as in (27), it already contains the complete field of that core at its own nucleus. Adding −8πχ_core/3 to it would give the cubic crystal above 17.7505 + 0.2231 ppm, which counts the long-wavelength part of the field twice. The omission relies on the dipole fields of the other cores cancelling. Closed-shell cores have isotropic moments. In a sphere their fields cancel at a cubic site, and at lower symmetry they leave a traceless part that does not change the isotropic shielding. For a separately added current with anisotropic site moments, the remaining part can change the isotropic shielding, and leaving it out is an approximation. In other shapes the fields of the cores do not cancel in general, so the conversion (24) needs the χ of all currents, cores included. In the example, it is (24) with the χ of the atomic current that takes 17.7505 ppm to the prolate total of 17.8256 ppm.

Values computed for the example and the checks

```
speed of light c = 137.0360 a.u.
lattice constant a = 10.0 bohr; cell volume = 1000.0 bohr^3
relative error of curl B = 4 pi j/c (finite differences) = 5.4e-08
relative error of atomic field (Biot-Savart quadrature) = 9.3e-08
atomic moment / external field = -2.66257e-05 bohr^3
volume susceptibility chi (Gaussian) = -2.66257e-08 (dimensionless)
isolated-atom shielding = 17.7505 ppm
reciprocal cutoff = 31.416 1/bohr; vectors summed = 523304
tail correction beyond cutoff, at nucleus = 0.0077 ppm
G != 0 shielding at nucleus, zz = 17.5274 ppm
interstitial point = (0.3, 0.2, 0.4) a
G != 0 shielding there, (xz, yz, zz) = 0.1117, 0.0808, -0.0560 ppm
sphere: N = 0.33333; G = 0 term = 0.2231 ppm
  nucleus zz: reciprocal 17.7505, direct 17.7505 ppm
  interstitial zz: reciprocal 0.1671, direct 0.1671 ppm
prolate 3:1: N = 0.10871; G = 0 term = 0.2982 ppm
  nucleus zz: reciprocal 17.8256, direct 17.8256 ppm
  interstitial zz: reciprocal 0.2422, direct 0.2422 ppm
oblate 1:3: N = 0.63539; G = 0 term = 0.1220 ppm
  nucleus zz: reciprocal 17.6494, direct 17.6494 ppm
  interstitial zz: reciprocal 0.0660, direct 0.0660 ppm
-8 pi chi/3 = 0.2231 ppm
sphere total minus isolated atom = 3.1e-07 ppm
N for axis ratio 100 = 0.00043; for 0.01 = 0.98449
needle limit -4 pi chi = 0.3346 ppm
relative size of neglected second order, 4 pi |chi|/3 = 1.12e-07
```
